# Film thickness and critical angle from X-ray reflectivity fringes

## 1. A foil that hardly refracts

Let X-rays of wavelength $\lambda$ strike a free-standing foil of thickness $d$ at a grazing angle $\theta$, measured from the surface. Suppose first that the rays are not bent on entering. The wave reflected from the lower face travels farther than the one from the upper face by $2d\sin\theta$.

The upper reflection goes from vacuum to foil and the lower one from foil to vacuum, so the two amplitudes have opposite signs. They cancel when the path difference is a whole number of wavelengths:

$$2d\sin\theta_m=m\lambda,\qquad m=1,2,\dots$$

For small angles, squaring gives

$$\theta_m^2=\left(\frac{\lambda}{2d}\right)^2m^2 .$$

A plot of $\theta_m^2$ against $m^2$ is a straight line through the origin, and its slope gives $d$. Refraction lifts this line without tilting it, and the height of the lift is the squared critical angle.

## 2. The refractive index and the critical angle

The algebra uses atomic units: $\hbar=m_e=e=4\pi\epsilon_0=1$. The photon energy is $\omega$, the speed of light is $c$, and $k=\omega/c=2\pi/\lambda$. Fields vary as $e^{-i\omega t}$.

Assume that $\omega$ is far above the binding energies, so that the electrons respond as if free. An electron of charge $-1$ obeys $\ddot x=-\mathcal E$. Since $\ddot x=-\omega^2x$, its displacement is $x=\mathcal E/\omega^2$ and its dipole is $-x=-\mathcal E/\omega^2$. With $n_e$ electrons per volume the polarization is $P=-n_e\mathcal E/\omega^2$, and $n^2\mathcal E=\mathcal E+4\pi P$ gives

$$n^2=1-\chi,\qquad \chi=\frac{4\pi n_e}{\omega^2}.$$

The index is slightly below one, so a ray entering the film bends towards the surface. Snell's law for grazing angles reads $\cos\theta=n\cos\theta'$. The refracted ray runs along the surface, $\theta'=0$, when $\cos\theta_c=n$. Therefore

$$\sin^2\theta_c=1-n^2=\chi .$$

The critical angle measures the electron density.

## 3. Reflection from a film on a substrate

Label vacuum, film and substrate by 0, 1 and 2, with $\chi_0=0$, $\chi_1=\chi_f$ and $\chi_2=\chi_s$. The interfaces are sharp and absorption is neglected. The wavevector component along the surface, $k\cos\theta$, is the same in every medium. The component normal to the surface follows from $k_j^2+k^2\cos^2\theta=n_j^2k^2$:

$$k_j^2=k^2(\sin^2\theta-\chi_j).$$

Take the electric field parallel to the surface (s polarization). The field and its normal derivative are then continuous. At a single interface, an incident wave of unit amplitude gives $1+r_{ij}=t$ and $k_i(1-r_{ij})=k_jt$. Eliminating $t$,

$$r_{ij}=\frac{k_i-k_j}{k_i+k_j}.$$

Let $z$ be the depth, and write the film field as $Ae^{ik_1z}+Be^{-ik_1z}$. At $z=d$ the upward wave is $r_{12}$ times the downward one, so

$$Be^{-ik_1d}=r_{12}Ae^{ik_1d}\quad\Rightarrow\quad B=qA,\qquad q=r_{12}e^{i\psi},\quad \psi=2k_1d .$$

At $z=0$ the conditions are $1+r=A(1+q)$ and $k_0(1-r)=k_1A(1-q)$. Divide the second by the first and use $k_1/k_0=(1-r_{01})/(1+r_{01})$:

$$\frac{1-r}{1+r}=\frac{(1-r_{01})(1-q)}{(1+r_{01})(1+q)} .$$

If $(1-r)/(1+r)=N/D$, then $r=(D-N)/(D+N)$. Here $D-N=2(r_{01}+q)$ and $D+N=2(1+r_{01}q)$, so

$$r=\frac{r_{01}+r_{12}e^{i\psi}}{1+r_{01}r_{12}e^{i\psi}} .$$

## 4. Which order belongs to which extremum

Above the critical angles of both film and substrate, all $k_j$ are real. Write $a=r_{01}$ and $b=r_{12}$. The reflectivity $R=|r|^2$ is

$$R=\frac{a^2+b^2+2ab\cos\psi}{1+a^2b^2+2ab\cos\psi}.$$

At fixed $a$ and $b$,

$$\frac{\partial R}{\partial\cos\psi}=\frac{2ab(1-a^2)(1-b^2)}{(1+a^2b^2+2ab\cos\psi)^2}.$$

This has the sign of $ab$ throughout. The extrema with respect to phase therefore lie at $\cos\psi=\pm1$. Since $k_1<k_0$, $a$ is positive. The sign of $b$ depends on the densities:

- If the film is denser than the substrate, $k_1<k_2$ and $b<0$. Minima lie at $\cos\psi=1$ and maxima at $\cos\psi=-1$.
- If the film is less dense, $b>0$ and the two are exchanged.

Define the phase order by $\psi=2\pi m$. For the denser film, minima have integer $m$ and maxima half-integer $m$, as for the foil. For the less dense film, maxima have integer $m$.

## 5. The straight line

The condition $2k_1d=2\pi m$ gives $k_1=\pi m/d$. Insert this in $k_1^2=k^2(\sin^2\theta-\chi_f)$ and use $k=2\pi/\lambda$:

$$\sin^2\theta_m=\chi_f+\left(\frac{\pi m}{kd}\right)^2=\sin^2\theta_c+\left(\frac{\lambda}{2d}\right)^2m^2 .$$

For small angles,

$$\boxed{\;\theta_m^2\simeq\theta_c^2+\left(\frac{\lambda}{2d}\right)^2m^2\;}$$

With slope $S$ and intercept $I$,

$$d=\frac{\lambda}{2\sqrt S},\qquad \theta_c=\sqrt I,\qquad n_f=\frac{I\omega^2}{4\pi}.$$

Ray geometry gives the same condition. The path inside the film has optical length $2nd/\sin\theta'$. Meanwhile the ray reflected at the top advances by $2d\cot\theta'\cos\theta=2nd\cos^2\theta'/\sin\theta'$. The difference is $2nd\sin\theta'$, and $n\sin\theta'=\sqrt{n^2-\cos^2\theta}=k_1/k$. Setting the difference equal to $m\lambda$ again gives $k_1=\pi m/d$.

The intercept belongs to the film, because the phase accumulates there. The substrate enters through $b$, which decides the contrast and the kind of extremum.

**Ignoring refraction.** Differentiating the line, with $m$ treated as continuous, gives $2\theta\,d\theta/dm=2Sm$. Since $\sqrt S\,m=\sqrt{\theta^2-\theta_c^2}$, the fringe spacing is

$$\Delta\theta\simeq\frac{\lambda}{2d}\,\frac{\sqrt{\theta^2-\theta_c^2}}{\theta}.$$

The naive estimate $\lambda/(2\Delta\theta)$ therefore returns $d\,\theta/\sqrt{\theta^2-\theta_c^2}$. It is too large, most severely near the critical angle.

## 6. Extrema of the measured curve

The line describes extrema in phase. A detector sees $R(\theta)$, in which $a$ and $b$ also fall with angle. Well above both critical angles, this fall pulls maxima to smaller angles and pushes minima to larger ones. Just above the substrate's critical angle, a minimum of a less dense film can move the other way, because $(a-|b|)^2$ may rise there.

Far above the critical angles $a$ and $b$ are small, and $R\simeq a^2+b^2+2ab\cos\psi$. Let $s=\pm1$ be the value of $\cos\psi$ at a phase extremum, put $\psi=2\pi m+\varepsilon$, and define $C=2ab$ and $E=a^2+b^2+sC=(a+sb)^2$. Since $\cos\psi=s\cos\varepsilon$,

$$R=E-sC(1-\cos\varepsilon).$$

Set the derivative with respect to $\psi$ to zero:

$$E'-(sC)'(1-\cos\varepsilon)-sC\sin\varepsilon=0 .$$

For small $\varepsilon$ the middle term is of second order. The change of $E'$ over the distance $\varepsilon$ is smaller than $sC\varepsilon$ by a factor of order $1/\psi^2$. To leading order,

$$\varepsilon=\frac{E'}{sC}.$$

The amplitudes follow from

$$a=\frac{k_0^2-k_1^2}{(k_0+k_1)^2}\simeq\frac{k^2\chi_f}{4k_1^2},\qquad
b=\frac{k_1^2-k_2^2}{(k_1+k_2)^2}\simeq\frac{k^2(\chi_s-\chi_f)}{4k_1^2}.$$

Both fall as $\psi^{-2}$, so $E$ falls as $\psi^{-4}$ and $E'=-4E/\psi$. Their ratio is $|b|/a=\rho=|n_f-n_s|/n_f$. At maxima $sC=2a|b|$ and $E=(a+|b|)^2$. At minima $sC=-2a|b|$ and $E=(a-|b|)^2$. Hence

$$\varepsilon_{\max}=-\frac{2(1+\rho)^2}{\rho\,\psi},\qquad \varepsilon_{\min}=+\frac{2(1-\rho)^2}{\rho\,\psi}.$$

The phase at the observed extremum corresponds to the order $m+\varepsilon/2\pi$, whose square is $m^2+m\varepsilon/\pi$ to first order. With $\psi=2\pi m$ the factor $m$ cancels:

$$m^2\;\to\;m^2-\frac{(1+\rho)^2}{\pi^2\rho}\ \text{(maxima)},\qquad m^2\;\to\;m^2+\frac{(1-\rho)^2}{\pi^2\rho}\ \text{(minima)}.$$

At leading order the fall of the curve shifts $m^2$ by a constant. The slope, and hence the thickness, is unaffected, but the intercept moves. When $\rho\to0$ the fringes vanish, $\varepsilon$ is no longer small, and the formula fails. For the free foil $\rho=1$, and the minima do not shift: there $R$ reaches zero and cannot go lower.

Multiplying $R$ by $\theta^4$ before locating the extrema cancels the leading fall. What remains is smaller by a factor of order $\theta_c^2/\theta^2$.

## 7. A worked film

Take round parameters: photon energy 8050 eV, so $\lambda=0.15402$ nm; thickness 40 nm; film density 1500 and substrate density 700 electrons per nm³. The film is denser, so its minima have integer order. The minima of $R\theta^4$, computed from the full film formula, include

| $m$ | minimum (mrad) | order law (mrad) |
|---|---|---|
| 3 | 8.0798 | 8.0794 |
| 4 | 9.5514 | 9.5511 |
| 11 | 21.9198 | 21.9198 |
| 12 | 23.7857 | 23.7856 |

**Finding the first order.** In a measurement the lowest usable minimum carries no label. Suppose that the orders are taken as $M=m+j$ with a wrong offset $j$. Then $m^2=M^2-2jM+j^2$, and the term linear in $M$ bends the plot. For the ten minima from 8.08 to 23.79 mrad, starting at 2.5, 3 and 3.5 leaves rms residuals of 1.886, 0.008 and 1.670 mrad². For this ideal film the straight plot selects 3. A surface layer can make the choice less clear, as section 9 shows.

**Slope and intercept.** The end points already show the arithmetic:

$$S\simeq\frac{23.7857^2-8.0798^2}{12^2-3^2}=\frac{565.76-65.28}{135}=3.707\ \text{mrad}^2 .$$

The fit to all ten minima gives $S=3.7072$ mrad² and $I=31.907$ mrad². Then

$$d=\frac{0.15402\ \text{nm}}{2\sqrt{3.7072}\times10^{-3}}=40.00\ \text{nm}=400.0\ \text{Å},$$

$$\theta_c=\sqrt{31.907}=5.649\ \text{mrad}=0.324^\circ .$$

The intercept corresponds to 1499.6 electrons per nm³, against the 1500 put in.

The slope exceeds its ideal value of 3.7065 mrad² by 0.02 %. The small-angle step accounts for this size. With $u=\sin^2\theta$, $\theta^2\simeq u+u^2/3$, which raises the slope by the fraction $2u/3$. At the middle of the range, $u\simeq3.2\times10^{-4}$, this is 0.02 %.

**Without refraction.** The first two minima are 1.4716 mrad apart and would give 52.3 nm. The last two would give 41.3 nm. The error matters for film stress: wafer curvature yields the force per unit width $F=\sigma d$ of a thin film, so the stress is $\sigma=F/d$. At fixed $F$, using 52.3 nm instead of 40 nm makes the stress 24 % too small.

**Raw extrema.** Here $\rho=800/1500=0.533$, so the predicted shifts of $m^2$ are $-0.4467$ for maxima and $+0.0414$ for minima. Extrema located numerically near order 50 give $-0.4459$ and $+0.0412$.

For maxima, the predicted change of intercept is $-0.4467\times3.7065=-1.66$ mrad², or $-5.2$ % of $\theta_c^2$. A fit to ten raw maxima, of orders 3.5 to 12.5, gives a density 4.4 % too low and a thickness right to 0.02 %. The estimate has the right size, though the lowest of these orders are not far above the critical angle. Weighting by $\theta^4$ reduces the density error from maxima to 0.9 %, and from minima to 0.03 %.

## 8. A film less dense than its substrate

Replace the film by one of 500 electrons per nm³, keeping the substrate, thickness and photon energy. Now $b>0$, and the minima have half-integer orders. Ten minima of $R\theta^4$, starting at order 3.5, give an intercept of 10.61 mrad². The film's $\chi_f$ is 10.64 mrad² and the substrate's $\chi_s$ is 14.89 mrad², so the line identifies the film.

Between the two critical angles $k_1$ is real but $k_2$ is imaginary. Then $|r_{12}|=1$, and we may write $q=e^{i\alpha}$. For real $a$,

$$|a+e^{i\alpha}|^2=1+a^2+2a\cos\alpha=|1+ae^{i\alpha}|^2,$$

so $R=1$ whatever the phase. Without absorption there are no fringes in this interval, although the wave does enter the film. Orders that fall there are missing from the plot. With absorption, dips can appear in this interval, but total reflection at the substrate adds a phase that varies with angle. These dips do not follow the order law and should be left out of the fit.

## 9. What a real film changes

The worked parameters are rough values for sputtered titanium nitride on silicon, measured with copper K-alpha radiation. With one titanium and one nitrogen atom per formula unit, the fitted electron density corresponds to 5.31 g/cm³, close to the rough value of 5.4 g/cm³ for dense material. Real films absorb, have rough interfaces and oxidize. The table gives changes relative to the ideal fit, always using ten minima of $R\theta^4$ with orders 3 to 12 and a total thickness of 40 nm.

| effect | thickness (%) | density (%) |
|---|---|---|
| absorption | −0.02 | +0.6 |
| roughness, 0.5 nm | −0.01 | −0.01 |
| resolution, 0.1 mrad rms | +0.01 | +0.4 |
| second K-alpha line | −0.08 | +0.2 |
| surface oxide, 2 nm | +0.40 | +7.0 |
| angular zero error, 0.1 mrad | −0.31 | +5.2 |
| all but zero error | +0.30 | +8.5 |

The absorption indices are $1.0\times10^{-6}$ in the film and $2\times10^{-7}$ in the substrate. The roughness is the same on both interfaces. Larger or unequal values matter more: 1.0 nm on top and 0.3 nm below change the density by about +0.2 %, and 1.0 nm on both changes thickness and density by about −0.1 %. The oxide has 1200 electrons per nm³, and the second line lies 20 eV lower with half the intensity. Bound-electron dispersion amounts to a few tenths of the 29 electrons per formula unit; an assumed 0.2 would alter the inferred density by a further 0.7 %.

In this example thickness is robust and density is not. One reason lies in the line itself. A constant error in $m^2$ leaves $S$ alone but moves $I$ by $S$ times that error. Since $I/S=8.6$, an error of only 0.1 in $m^2$ changes the density by 1.2 %.

The zero error can be followed by hand. If every angle is read too large by $\eta$, then $\theta^2$ becomes $\theta^2+2\eta\theta+\eta^2$. Between the end minima the added term grows by $2(0.1)(23.79-8.08)=3.14$ mrad². This raises the slope by $3.14/135=0.0233$ mrad², or 0.63 %, and lowers $d$ by half that fraction, 0.31 %. At $m=3$ the addition is 1.63 mrad². Extrapolated to $m=0$ it is $1.63-9(0.0233)=1.42$ mrad², or 4.4 % of the intercept. The fit gives 5.2 %, because $\theta$ is a concave function of $m^2$ and the fitted line lies above the chord through the end points.

The oxide breaks the assumption of a single uniform film: three reflected waves interfere, and a line with two constants cannot describe the extra layer. It also weakens the search for the first order: with this oxide, starting at 3 or at 3.5 leaves nearly the same rms residual, about 0.8 mrad². The choice of 3 then rests on knowing that the film is denser than the substrate, so that its minima have integer order. If density is wanted to better than several per cent under these conditions, the oxide must be included as a layer in a calculation of the whole curve.

Resolution also limits the thickness that can be measured. Far above $\theta_c$ the fringe spacing tends to $\lambda/2d$. Averaging a cosine of period $\Delta\theta$ over a Gaussian of rms width $w$ multiplies its amplitude by $\exp(-2\pi^2w^2/\Delta\theta^2)$. For $w=0.1$ mrad and this wavelength, the factor falls to one tenth at $d\simeq260$ nm. Thicker films need a narrower beam divergence. Absorption sets a second limit. For a film absorption index $\beta$, the wave returning from the lower interface is damped by about $\exp\left(-2k\beta d/\sqrt{\theta^2-\theta_c^2}\right)$, which is about 0.2 for 260 nm of this film at 15 mrad. A longer wavelength widens the fringes and helps for weakly absorbing films. In titanium nitride above the titanium K edge, the stronger absorption largely cancels the gain.

The remaining computed values are in the numerical output below.

## Numbers as computed

```
photon energy 8050 eV, wavelength 0.15402 nm
film thickness set 40.0 nm
electron density film 1500, substrate 700 per nm^3
film 1-n^2 = 3.1916e-05; critical angle 5.6495 mrad
substrate critical angle 3.8593 mrad
ideal slope 3.7065 mrad^2
order m, minimum of R theta^4 (mrad), order law (mrad)
     3     8.0798     8.0794
     4     9.5514     9.5511
     5    11.1620    11.1617
     6    12.8594    12.8592
     7    14.6135    14.6133
     8    16.4060    16.4059
     9    18.2258    18.2257
    10    20.0654    20.0653
    11    21.9198    21.9198
    12    23.7857    23.7856
first order 2.0: rms residual 4.0605 mrad^2
first order 2.5: rms residual 1.8860 mrad^2
first order 3.0: rms residual 0.0079 mrad^2
first order 3.5: rms residual 1.6704 mrad^2
first order 4.0: rms residual 3.1421 mrad^2
fitted slope 3.7072 mrad^2
fitted intercept 31.907 mrad^2
fitted thickness 39.996 nm = 399.96 angstrom
fitted critical angle 5.6487 mrad = 0.3236 degree
fitted electron density 1499.6 per nm^3
as TiN mass density 5.313 g/cm^3
no refraction: first pair 52.33, last pair 41.27 nm
ideal curve, error of thickness and of density (%)
  weighted minima        -0.010   -0.028
  raw minima             -0.018   +0.194
  weighted maxima        -0.033   -0.875
  raw maxima             +0.012   -4.433
shift of m^2 near order 50: found, formula
  film 1500 per nm^3, max: -0.4459 -0.4467
  film 1500 per nm^3, min: +0.0412 +0.0414
  film 500 per nm^3, max: -0.4961 -0.4965
  film 500 per nm^3, min: +0.0909 +0.0912
light film: intercept 10.614, film 10.639, substrate 14.894 mrad^2
absorption index film 1.0e-06, substrate 2.0e-07
roughness 0.5 nm; resolution 0.1 mrad rms
oxide 2.0 nm, 1200 per nm^3, index 8.0e-07
zero error 0.1 mrad; line gap 20 eV
change of fitted thickness and density (%)
  absorption             -0.024   +0.644
  roughness              -0.006   -0.007
  angular resolution     +0.006   +0.426
  second K-alpha line    -0.083   +0.169
  surface oxide          +0.400   +7.039
  angular zero error     -0.308   +5.219
  all but zero error     +0.303   +8.534
dispersion 0.2 of 29 electrons: 0.69 % of density
```
